# Helicon modes by bracketing: why m=+1 and m=−1 differ

Suppose an antenna fixes the axial wavelength of a helicon source, and the generator and magnet fix the frequency and field. Before computing wave fields, one must decide at what plasma density to look for the resonance. That density follows from a root of a wall condition, and the root depends on the sign of the azimuthal number $m$. In the example below, taking the $m=-1$ root for the $m=+1$ root changes the density by a factor of 1.5. A root finder therefore needs brackets that identify the mode.

## The model and its wall condition

A uniform, cold plasma of electron density $n_e$ fills a conducting cylinder of radius $a$. The static field $B_0>0$ points along $+z$. Small wave fields vary as $\exp[i(m\theta+kz-\omega t)]$ with $\omega,k>0$. At fixed $z$ the phase obeys $\theta=\omega t/m$, so $m=+1$ turns about $\mathbf B_0$ in the sense in which electrons gyrate, and $m=-1$ turns the other way.

Neglect electron inertia, collisions, ion motion and displacement current. Force balance on the electrons is $\mathbf E+\mathbf v\times\mathbf B_0=0$. Since $\mathbf j=-en_e\mathbf v$,

$$\mathbf E=\frac{\mathbf j\times\mathbf B_0}{en_e}.$$

Ampère's law $\nabla\times\mathbf B=\mu_0\mathbf j$ gives $\nabla\cdot\mathbf j=0$. For constant $\mathbf B_0$ this leaves $\nabla\times(\mathbf j\times\mathbf B_0)=(\mathbf B_0\cdot\nabla)\mathbf j=ikB_0\mathbf j$. Faraday's law $\nabla\times\mathbf E=i\omega\mathbf B$ then reads $i\omega\mathbf B=ikB_0\mathbf j/(en_e)$. Solving for $\mathbf j$ and using Ampère's law again,

$$\nabla\times\mathbf B=\alpha\mathbf B,\qquad \alpha=\frac{\omega\mu_0en_e}{kB_0}.$$

A second curl, with $\nabla\cdot\mathbf B=0$, gives $\nabla^2\mathbf B+\alpha^2\mathbf B=0$. Its $z$ component is Bessel's equation, whose solution regular on the axis is $B_z=J_m(Tr)$ with $T^2=\alpha^2-k^2$. The number $T$ is the transverse wavenumber.

The $r$ and $\theta$ components of the curl equation are

$$\frac{im}{r}B_z-ikB_\theta=\alpha B_r,\qquad ikB_r-B_z'=\alpha B_\theta .$$

Multiply the first by $\alpha$ and the second by $ik$:

$$\alpha^2B_r+ik\alpha B_\theta=\frac{im\alpha}{r}B_z,\qquad -k^2B_r-ik\alpha B_\theta=ikB_z'.$$

Adding them removes $B_\theta$:

$$B_r=\frac{i}{T^2}\left(\frac{m\alpha}{r}B_z+kB_z'\right).$$

At the wall the tangential electric field must vanish. Ohm's law already makes $E_z=0$, and $E_\theta=-j_rB_0/(en_e)$ is proportional to $B_r$. The remaining condition is $B_r(a)=0$. With $x=Ta$, $\kappa=ka$ and $s=\alpha a=\sqrt{x^2+\kappa^2}$, multiplication of the bracket by $a^2$ at $r=a$ gives

$$F_m(x)=m\,s\,J_m(x)+\kappa x J_m'(x)=0.$$

The first term changes sign with $m$ relative to the second. Reversing $k$ also reverses $\alpha$, so it changes both terms and leaves the roots alone. Reversing $B_0$ reverses $\alpha$ alone and exchanges the two values of $m$.

## The lowest pair by hand

Take $a=5$ cm and an axial wavelength of 30 cm. Then $\kappa=2\pi(5/30)=1.0472$.

For $m=+1$, the recurrence $xJ_1'=xJ_0-J_1$ turns the wall condition into

$$F_{+1}=(s-\kappa)J_1+\kappa xJ_0 .$$

For $m=-1$, use $J_{-1}=-J_1$, which gives $F_{-1}=sJ_1-\kappa xJ_1'$. The other recurrence, $xJ_1'=J_1-xJ_2$, then gives

$$F_{-1}=(s-\kappa)J_1+\kappa xJ_2 .$$

These forms suggest the brackets, because one term vanishes at each end. Let $j_{\nu n}$ be the $n$th positive zero of $J_\nu$. The first zeros are $j_{01}=2.4048$, $j_{11}=3.8317$ and $j_{21}=5.1356$. Note that $s>\kappa$.

For $m=+1$, at $j_{01}$ the surviving term $(s-\kappa)J_1$ is positive; at $j_{11}$ the surviving term $\kappa xJ_0$ is negative. The values are $+0.818$ and $-1.616$. Now halve the interval, keeping the half whose ends have opposite signs:

- At 3.1183, $F=-0.3127$, so this becomes the upper end.
- At 2.7615, $F=+0.3161$, so this becomes the lower end.
- At 2.9399, $F=+0.0131$, so this becomes the lower end.

The root lies between 2.9399 and 3.1183. A straight line between the last two end values estimates it as

$$2.9399+0.1784\,\frac{0.0131}{0.0131+0.3127}=2.9471.$$

Continued bisection gives $x_+=2.9473$.

For $m=-1$, the bracket runs from 3.8317 to 5.1356, with end values $+1.616$ and $-1.425$. The midpoints 4.4837, 4.8096 and 4.6467 give $F=+0.2418$, $-0.5957$ and $-0.1724$. The root is therefore between 4.4837 and 4.6467. Linear interpolation gives

$$4.4837+0.1630\,\frac{0.2418}{0.2418+0.1724}=4.5789,$$

and continued bisection gives $x_-=4.5795$.

Dividing by $a$, the transverse wavenumbers are $0.589$ cm$^{-1}$ for $m=+1$ and $0.916$ cm$^{-1}$ for $m=-1$. Their ratio is 1.554, with $k=0.2094$ cm$^{-1}$ in both cases.

## The general brackets

The zeros of the three Bessel functions are ordered as

$$j_{0n}<j_{1n}<j_{2n}<j_{0,n+1}.$$

The first two inequalities are the interlacing of zeros of neighbouring orders. For the last, $J_0+J_2=2J_1/x$ shows that $J_0$ and $J_1$ have the same sign at $j_{2n}$. Between $j_{1n}$ and $j_{1,n+1}$ that is true only beyond $j_{1n}$ and before $j_{0,n+1}$.

A root of $F_{+1}$ needs $J_1$ and $J_0$ to have opposite signs, because their coefficients are positive. If one function vanished at a root, the other would have to vanish too, but neighbouring Bessel functions share no positive zero. Opposite signs occur in the intervals $(j_{0n},j_{1n})$. Likewise, $F_{-1}=0$ needs $J_1$ and $J_2$ to have opposite signs, which occurs in $(j_{1n},j_{2n})$. In each interval the surviving end terms have opposite signs, so a root exists.

It remains to show that each interval holds one root. Inside it $J_1\ne0$, so define

$$L=\frac{xJ_1'}{J_1},\qquad q=\frac{s}{\kappa}=\sqrt{1+\frac{x^2}{\kappa^2}},\qquad G=L+mq .$$

Since $F_m=m\kappa J_1G$, the roots of $F_m$ and $G$ coincide there. Bessel's equation is $x(xJ_1')'=(1-x^2)J_1$. Differentiating the quotient $L$ gives

$$xL'=\frac{x(xJ_1')'}{J_1}-\left(\frac{xJ_1'}{J_1}\right)^2=1-x^2-L^2,$$

while $xq'=x^2/(\kappa^2q)$. At a root $L^2=q^2=1+x^2/\kappa^2$, and hence

$$xG'=-x^2-\frac{x^2}{\kappa^2}\left(1-\frac mq\right)<0,$$

because $q>1$. Each crossing of zero is downward. A continuous function cannot cross downward twice without an upward crossing between, so the root is unique.

Thus, for every $\kappa>0$,

$$j_{0n}<x_{+,n}<j_{1n}<x_{-,n}<j_{2n}.$$

No $m=+1$ root equals an $m=-1$ root at the same $k$, whatever their radial numbers.

### Modes with $\alpha\le k$

The Bessel form assumed $T^2>0$. If $T^2=-\tau^2$, set $y=\tau a$. Then $B_z=I_1(\tau r)$, with $I_\nu$ the modified Bessel function, and the wall condition becomes $msI_1(y)+\kappa yI_1'(y)=0$ with $s=\sqrt{\kappa^2-y^2}<\kappa$. For $m=+1$ no term is negative and the second is positive. For $m=-1$ one needs $yI_1'/I_1=s/\kappa<1$, but $yI_1'/I_1=1+yI_2/I_1>1$. Neither sign has a mode.

If $T=0$, then $\alpha=k$ and the two component equations become

$$\frac{im}{r}B_z=k(B_r+iB_\theta),\qquad B_z'=ik(B_r+iB_\theta).$$

Together they give $B_z'=-mB_z/r$, so $B_z=Cr^{-m}$. For $m=+1$, regularity requires $C=0$ and hence $iB_\theta=-B_r$. Then $\nabla\cdot\mathbf B=0$ reduces to $B_r'=0$, and the wall makes this constant zero. For $m=-1$, $B_z=Cr$ and $iB_\theta=-iC/k-B_r$. The divergence condition becomes

$$(r^2B_r)'=-iC\left(\frac rk+kr^3\right),\qquad B_r=-iC\left(\frac1{2k}+\frac{kr^2}{4}\right).$$

This vanishes at the wall only if $C=0$, so there is no mode here either.

### The algorithm

1. Choose $\kappa$, the sign of $m$ and the radial number $n$.
2. Set the ends to $j_{0n},j_{1n}$ for $m=+1$, or to $j_{1n},j_{2n}$ for $m=-1$.
3. Evaluate $F_m$ at the midpoint and keep the half with a sign change.
4. Stop when the width is below the chosen tolerance $\epsilon$.

From initial width $w$, $N$ halvings leave $w/2^N$. For $w=1.4269$ and $\epsilon=10^{-12}$, $N$ must be at least $\log_2(1.4269\times10^{12})=40.4$, hence 41. This is a numerical tolerance on $x$; the accuracy of the physical model is far lower.

## Two limits

For long axial wavelength, $\kappa\to0$, write $x=j_{1n}+d$. Near this zero $L\approx j_{1n}/d$, while $q\approx j_{1n}/\kappa$. The condition $L=-mq$ gives

$$x\approx j_{1n}-m\kappa .$$

The splitting is about $2\kappa$ and closes as $k\to0$. This is a limit of the massless-electron model, not of a source at fixed frequency and field: the inertia parameter $\omega\alpha/(k\omega_{ce})$, with $\omega_{ce}=eB_0/m_e$, grows as $1/k$ and must stay small. For the 5 cm radius, 13.56 MHz and 30 mT used in this text, it is already about 0.6 at $\kappa=0.1$. At $\kappa=0.1$ the lowest roots are 3.7307 and 3.9301, against estimates of 3.7317 and 3.9317.

For short axial wavelength, $\kappa\to\infty$, $s-\kappa\approx x^2/(2\kappa)$. The $J_1$ term becomes small, and the roots approach $j_{0n}$ for $m=+1$ and $j_{2n}$ for $m=-1$. To find the first correction, set $x=j_{0n}+d$ and use $J_0\approx-J_1d$; the wall condition gives $d\approx j_{0n}/(2\kappa^2)$. For $m=-1$, $J_2'=J_1$ at $j_{2n}$, so $d\approx-j_{2n}/(2\kappa^2)$. At $\kappa=10$ these formulas give 2.4168 and 5.1099 for the lowest pair; bisection gives 2.4167 and 5.1117. This too is a limit of the model: for the 5 cm radius and 13.56 MHz used here, the phase speed $\omega/k$ at $\kappa=10$ is only about 0.4 of the thermal speed $\sqrt{2T_e/m_e}$ of 3 eV electrons, so the electrons can no longer be treated as cold along the field. The splitting in $T$ persists in this limit, but $\alpha/k\to1$ for both signs, so the density ratio at fixed $k$ tends to 1.

## From the root to the density

The definition of $\alpha$ gives

$$n_e=\frac{\alpha kB_0}{\omega\mu_0e},\qquad \alpha=\sqrt{T^2+k^2}.$$

Take 13.56 MHz and 30 mT. For $m=+1$, $\alpha=\sqrt{0.5895^2+0.2094^2}=0.6256$ cm$^{-1}$. In SI units,

$$n_e=\frac{62.56\times20.944\times0.0300}{(8.520\times10^7)\mu_0e}=2.29\times10^{18}\ \mathrm{m^{-3}},$$

or $2.29\times10^{12}$ cm$^{-3}$. For $m=-1$, $\alpha=0.9395$ cm$^{-1}$ and the density is $3.44\times10^{12}$ cm$^{-3}$. At fixed $k$, $B_0$ and frequency, the density ratio is the ratio of the $\alpha$ values, 1.502. If density is held fixed instead, frequency is proportional to $\alpha$, and the $m=-1$ mode moves to $13.56\times1.502\approx20.4$ MHz. The two modes cannot share $k$, $B_0$, density and frequency in this model.

## What a real source changes

These are rough, typical values for a laboratory argon helicon source, and the densities fall in its usual range of about $10^{12}$ to $10^{13}$ cm$^{-3}$. A real plasma is usually denser on the axis than at the edge. To size this effect, let $n_e(r)=n_0(1-0.8r^2/a^2)$, whose area average is $0.6n_0$. Faraday's and Ohm's laws keep the two component equations above, with $\alpha(r)\propto n_e(r)$. Writing $B_r=ib$ and adding $\nabla\cdot\mathbf B=0$ gives

$$B_\theta=\frac{mB_z/r-\alpha b}{k},\quad B_z'=-kb-\alpha B_\theta,\quad (rb)'=-mB_\theta-krB_z .$$

Numerical integration from the axis, with $n_0$ adjusted until $b(a)=0$, gives the lowest mode. Relative to the uniform density for the same $m$, the axis density is 1.018 times as large for $m=+1$ and 1.633 times for $m=-1$. The average densities are 0.611 and 0.980 times the uniform values. The ratio between the two modes rises from 1.50 to $1.502\times1.633/1.018=2.41$. This calculation does not isolate the cause. A density quoted from the uniform model must therefore say whether it is compared with an axis or an average value.

Electron inertia and collisions change the ratio between the modes much less. For a single mode they need not be the smaller effect: they shift the frequency by about 5% for $m=+1$ and 7% for $m=-1$, as found below, while the profile changes the $m=+1$ axis density by only 2%. With collision rate $\nu$, Ohm's law gains $m_e(\nu-i\omega)\mathbf j/(n_ee^2)$. Repeating the curl calculation, with $\nabla\times\mathbf B=\beta\mathbf B$, gives

$$\delta\beta^2-k\beta+\frac{\omega\mu_0en_e}{B_0}=0,\qquad \delta=\frac{\omega+i\nu}{\omega_{ce}},\quad \omega_{ce}=\frac{eB_0}{m_e}.$$

One root is the helicon wave; the other is the short Trivelpiece–Gould wave. If the short wave's effect at the wall is neglected, $\beta$ keeps its old value $\alpha$. Without collisions, the frequency at fixed density then falls by the factor $1/(1+p)$, where $p=\omega_0\alpha/(k\omega_{ce})$ and $\omega_0$ is the original frequency. For $m=+1$ and $-1$, $p=0.048$ and $0.072$, giving factors 0.954 and 0.932.

A numerical solution with both waves imposes $B_r=0$ and $E_z=0$ at the wall. For rough rates $\nu/\omega_0=0.34$ and $0.41$, it gives $\omega/\omega_0=0.954-0.016i$ and $0.933-0.028i$. The negative imaginary parts mean decay in time. The rates combine the Coulomb rate for 3 eV electrons, with Coulomb logarithm 10, and collisions with 5 mTorr of argon at 300 K, with a coefficient of $10^{-7}$ cm$^3$/s.

Ion motion is smaller still: the ion current is about $eB_0/(M\omega)=8.5\times10^{-4}$ of the electron Hall current, with $M$ the argon mass. The resulting frequency shift is about 0.1% for $m=+1$ and 0.2% for $m=-1$, far below that from electron inertia. The displacement current, $\epsilon_0\omega B_0/(en_e)$ on the same scale, is below $10^{-4}$.

All estimates above assume that the plasma touches the conducting wall, whereas a laboratory source usually has a dielectric tube and a gap. This is not a small change. With both waves, the same collision rates and a vacuum gap of $0.1a$ between plasma and conductor, $\omega/\omega_0$ falls to about $0.88-0.03i$ for $m=+1$ and $0.88-0.05i$ for $m=-1$; with a gap equal to $a$ it is about $0.74-0.16i$ and $0.83-0.18i$. The tube's permittivity, finite length and the antenna's spread in $k$ remain outside these estimates. The roots say where modes lie for a plasma bounded directly by a conducting wall; how strongly an antenna drives them is a separate calculation.
